Hückel transmission through benzene with ortho, meta and para contacts

**The question**

A benzene ring is held between two leads, each touching one carbon. Number the carbons 1 to 6 around the ring. Each carries one π orbital; the orbitals are orthonormal, their common site energy is the zero of energy, and neighbours are coupled by β < 0. Electron interactions are neglected. This defines the ring Hamiltonian H₀, a real symmetric matrix.

Each lead is a semi-infinite chain with site energy zero and hopping τ < 0. Its sites are counted outward, j = 1, 2, 3, … The first site of the left lead couples to carbon a by v_L, and that of the right lead to carbon b by v_R, both real and nonzero. There is no direct path between the leads. The contact pairs (a,b) are (1,2) for ortho, (1,3) for meta and (1,4) for para. Midgap means E = 0.

For numbers take the round parameters β = −2.5 eV, contact broadenings Γ_L = Γ_R = 0.5 eV and temperature 300 K.

**(a) Derive the transmission probability T(E) in terms of a Green function of the connected ring.**

*Answer.* In a lead, E = 2τ cos k with 0 < k < π. The wave e^{ikj} has outward velocity (1/ħ)dE/dk = −2τ sin k/ħ > 0. For an electron arriving from the left, the lead amplitudes are therefore

ψ_j(left) = e^{−ikj} + r e^{ikj}, ψ_j(right) = s e^{ikj}.

Both leads have the same velocity, so T = |s|².

The equation at the first lead site is Eψ₁ = τψ₂ + vc, where c is the amplitude on the contacted carbon. The wave forms, continued to j = 0, obey Eψ₁ = τψ₂ + τψ₀. Comparison gives τψ₀ = vc, hence

v_L c_a = τ(1 + r), v_R c_b = τs.

Eliminating r and s from the first-site amplitudes,

ψ₁(left) = e^{−ik} + (v_L c_a/τ − 1)e^{ik} = −2i sin k + (v_L/τ)e^{ik} c_a,
ψ₁(right) = (v_R/τ)e^{ik} c_b.

On the ring, Ec = H₀c plus the terms v_Lψ₁(left) on carbon a and v_Rψ₁(right) on carbon b. Moving the parts proportional to c to the left side gives

(E − H₀ − Σ)c = −2i v_L sin k e_a,

where e_a is the unit vector on carbon a. The matrix Σ has only two nonzero elements, both diagonal:

Σ_a = (v_L²/τ)e^{ik}, Σ_b = (v_R²/τ)e^{ik}.

Define G = (E − H₀ − Σ)⁻¹. It is symmetric because the matrix being inverted is symmetric. Thus c_b = −2i v_L sin k G_ab, and

s = v_R c_b/τ = −2i(v_L v_R/τ) sin k G_ab.

The broadenings Γ = −2 Im Σ are Γ_L = −2(v_L²/τ) sin k and Γ_R = −2(v_R²/τ) sin k, both positive. Their product is 4v_L²v_R² sin²k/τ², so

T(E) = Γ_L Γ_R |G_ab(E)|².

In the wide-band limit, |τ| → ∞ with v²/|τ| fixed, k tends to π/2 and Σ_a → −iΓ_L/2, Σ_b → −iΓ_R/2, independent of E. This limit is used for all numbers below. The zero-temperature linear conductance, with both spins, is (2e²/h)T(E_F).

**(b) Express G_ab through g = (E − H₀)⁻¹, the Green function of the isolated ring. When does a zero of g_ab give a zero of transmission?**

*Answer.* Let E differ from every ring eigenvalue. Multiplying (E − H₀ − Σ)G = 1 from the left by g gives G = g + gΣG. Its (a,b) and (b,b) elements are

(1 − Σ_a g_aa)G_ab − g_abΣ_b G_bb = g_ab,
−g_abΣ_a G_ab + (1 − Σ_b g_bb)G_bb = g_bb.

The determinant of this pair is

Δ = (1 − Σ_a g_aa)(1 − Σ_b g_bb) − Σ_aΣ_b g_ab².

Cramer's rule gives the numerator g_ab(1 − Σ_b g_bb) + g_abΣ_b g_bb = g_ab. Therefore

G_ab = g_ab/Δ.

It remains to exclude Δ = 0. Since E − H₀ − Σ = (E − H₀)(1 − gΣ), and gΣ has nonzero columns only at a and b,

det(E − H₀ − Σ) = det(E − H₀) Δ.

If Δ were zero, there would be a nonzero vector c with (E − H₀ − Σ)c = 0. Multiply by c† and take the imaginary part. The term c†(E − H₀)c is real, so

Γ_L|c_a|² + Γ_R|c_b|² = 0.

Both contact amplitudes would vanish. Then Σc = 0 and (E − H₀)c = 0, which contradicts the choice of E. Thus Δ ≠ 0, and away from ring eigenvalues T vanishes if and only if g_ab vanishes. The contacts alter the size of T but do not move these zeros.

**(c) Divide the carbons into A = {1,3,5} and B = {2,4,6}. What does this structure imply for meta transmission at midgap?**

*Answer.* Every bond joins A to B. In the order (1,3,5; 2,4,6),

H₀ = [[0, K], [Kᵀ, 0]], K = β[[1,0,1], [1,1,0], [0,1,1]].

The numerical matrix in K has determinant 1·(1 − 0) + 1·(1 − 0) = 2. Hence det K = 2β³ ≠ 0, and K is invertible.

Both meta contacts lie on A. Their self-energies form a matrix D = diag(Σ₁, Σ₃, 0) within the A block, and at E = 0

G = −M⁻¹, M = [[D, K], [Kᵀ, 0]].

The inverse can be written down and checked by multiplication:

M⁻¹ = [[0, (Kᵀ)⁻¹], [K⁻¹, −K⁻¹D(Kᵀ)⁻¹]].

In the product MM⁻¹ the upper-left block is KK⁻¹ = 1. The upper-right block is D(Kᵀ)⁻¹ − KK⁻¹D(Kᵀ)⁻¹ = 0. The lower-left block is zero and the lower-right block is Kᵀ(Kᵀ)⁻¹ = 1.

The AA block of G(0) is zero, so G₁₃(0) = 0 and

T_meta(0) = 0.

Setting D = 0 gives the corresponding statement for the isolated ring, g₁₁(0) = g₃₃(0) = g₁₃(0) = 0. In part (b) this makes Δ = 1 and again G₁₃ = 0. The midgap zero is thus the vanishing of a same-sublattice Green function element.

The proof places no condition on D except that it be finite and act within A. The contacts may be unequal, and their self-energies may have real parts. An invertible K and a zero B block are sufficient for the midgap zero.

**(d) Is membership of one sublattice sufficient by itself? Examine allyl, a three-carbon chain, contacted at its ends with equal wide-band contacts.**

*Answer.* The end carbons 1 and 3 share a sublattice, but the other sublattice has one site. The block K is now 2 × 1 and has no inverse. The isolated chain has the zero-energy orbital (1, 0, −1)/√2, so g(0) does not exist.

The connected Green function does exist. With Σ = −iΓ/2 at each end and a unit source on carbon 1,

−Σc₁ − βc₂ = 1,
−β(c₁ + c₃) = 0,
−βc₂ − Σc₃ = 0.

The second equation gives c₃ = −c₁. Subtracting the third from the first gives −Σ(c₁ − c₃) = 1, so c₁ = −1/(2Σ) and

G₁₃ = c₃ = 1/(2Σ) = i/Γ.

Therefore T(0) = Γ²/Γ² = 1. Allyl transmits perfectly through its zero-energy orbital, whereas benzene has no such orbital. Membership of one sublattice is therefore not sufficient by itself, and the proof in part (c) also needs K to be invertible.

**(e) Account for the benzene result in terms of its molecular orbitals.**

*Answer.* Let P(E_n) be the projector on the ring level E_n. The spectral sum is

g_ab(0) = −Σ_n P_ab(E_n)/E_n.

Let S change the sign of every amplitude on B. Since each bond joins A to B, SH₀S = −H₀. An orbital at E is turned into one at −E, and

P_ab(−E) = σ_aσ_b P_ab(E),

with σ = +1 on A and −1 on B. The two paired levels together contribute

−P_ab(E)/E + P_ab(−E)/E = −(1 − σ_aσ_b)P_ab(E)/E.

This vanishes for contacts on one sublattice. For contacts on different sublattices the two terms are equal and add.

The ring orbitals e^{iqm}/√6, where m is the carbon number and q = nπ/3, have energies 2β cos q. The levels are −5.0 and +5.0 eV, each single, and −2.5 and +2.5 eV, each double. For sites d bonds apart, the lowest level has P = 1/6 and the next has P = (1/3)cos(πd/3). For meta, d = 2, these give +1/6 and −1/6. Dividing by −E yields +0.0333 and −0.0667 eV⁻¹. In order of rising energy, the contributions are

meta: +0.0333 − 0.0667 + 0.0667 − 0.0333 = 0 eV⁻¹,
ortho: +0.0333 + 0.0667 + 0.0667 + 0.0333 = +0.200 eV⁻¹,
para: +0.0333 − 0.1333 − 0.1333 + 0.0333 = −0.200 eV⁻¹.

In meta the highest occupied and lowest empty levels of the neutral ring cancel each other, as do the outer levels. In para the outer pair opposes the inner pair, but the inner pair is larger.

**(f) Find g for all contact distances, and hence the midgap transmission for ortho and para. Are there other transmission zeros?**

*Answer.* Put x = E/β and h_i = βg_{i1}. Reflection through carbons 1 and 4 gives h₆ = h₂ and h₅ = h₃. The equations (E − H₀)g = 1 become

xh₁ − 2h₂ = 1,
xh₂ − h₁ − h₃ = 0,
xh₃ − h₂ − h₄ = 0,
xh₄ − 2h₃ = 0.

Start from the far side of the ring with h₄ = 2w. The last three equations, read upward, give

h₃ = xw,
h₂ = xh₃ − h₄ = (x² − 2)w,
h₁ = xh₂ − h₃ = x(x² − 3)w.

The first equation fixes w:

[x²(x² − 3) − 2(x² − 2)]w = (x⁴ − 5x² + 4)w = 1.

With Q = (x² − 1)(x² − 4), w = 1/Q and

g₁₁ = x(x² − 3)/(βQ), g₁₂ = (x² − 2)/(βQ),
g₁₃ = x/(βQ), g₁₄ = 2/(βQ).

At midgap Q = 4, so g₁₁ = g₁₃ = 0, g₁₂ = −1/(2β) and g₁₄ = +1/(2β). The last two differ in sign but not in magnitude, in agreement with part (e).

For ortho and para, Σ_aΣ_b = −Γ_LΓ_R/4 and g_ab² = 1/(4β²). Part (b) gives

Δ = 1 + u, u = Γ_LΓ_R/(16β²),

and hence

T_ortho(0) = T_para(0) = [Γ_LΓ_R/(4β²)]/(1 + u)² = 4u/(1 + u)².

Here u = 0.25/(16 × 6.25) = 0.0025, so T = 0.0100/(1.0025)² = 0.00995. For weak contacts T ≈ 4u. It reaches 1 at u = 1 and falls as 4/u for u ≫ 1, so stronger coupling does not increase the midgap transmission without limit.

The equality of ortho and para at midgap does not persist at general energies, as the computed values show:

E = 0.5 eV: ortho 0.0106, meta 0.000111, para 0.0110
E = 1.0 eV: ortho 0.0129, meta 0.000613, para 0.0152
E = 2.0 eV: ortho 0.0471, meta 0.0165, para 0.0991

Away from ring eigenvalues, the numerators of g give all finite-energy zeros. Meta has x = 0. Ortho has x² = 2, or E = ±√2|β| = ±3.54 eV, outside the gap between −2.5 and +2.5 eV. Para has none, because its numerator is constant.

The ring eigenvalues must be examined as limits. All diagonal elements of g equal g₁₁, so

Δ = 1 − (Σ_a + Σ_b)g₁₁ + Σ_aΣ_b(g₁₁² − g_ab²).

With t = x², g₁₁² − g_ab² = N/(β²Q²), where N = t(t − 3)² − (t − 2)² for ortho, N = t(t − 3)² − t for meta, and N = t(t − 3)² − 4 = (t − 1)²(t − 4) for para. At t = 1, N = 3 for ortho and meta. There Δ grows as 1/Q² while g_ab grows only as 1/Q, so G_ab → 0: ortho and meta have further transmission zeros at the degenerate levels E = ±|β| = ±2.5 eV. For para the last term of Δ stays finite at t = 1 and |g₁₄/g₁₁| → 1, so T → 4Γ_LΓ_R/(Γ_L + Γ_R)², which is not zero. At t = 4, N vanishes in all three cases, so Δ has at most the same simple pole as g_ab and T is not zero at E = ±5.0 eV.

**(g) How does meta transmission rise near midgap, and what conductance remains at 300 K if the chemical potential is at E = 0?**

*Answer.* For small x, g₁₃ ≈ x/(4β) = E/(4β²) and g₁₁ ≈ −3E/(4β²). The term in Δ linear in E is i(Γ_L + Γ_R)g₁₁/2. It is imaginary, so |Δ|² differs from 1 only at order E². To leading order,

T_meta(E) ≈ Γ_LΓ_R E²/(16β⁴).

The coefficient is 0.25/(16 × 39.06) = 4.00 × 10⁻⁴ eV⁻². At 0.05 eV the law gives 1.000 × 10⁻⁶; the full calculation gives 1.001 × 10⁻⁶.

The linear conductance at finite temperature contains the average of T weighted by −df/dE, where f is the Fermi function. With y = E/(k_BT), the required average is

⟨y²⟩ = ∫ y²e^y/(1 + e^y)² dy, over all y.

The integrand is even. For y > 0, expand e^y/(1 + e^y)² = Σ_{n≥1} (−1)^{n+1} n e^{−ny}. Since ∫₀^∞ y²e^{−ny} dy = 2/n³,

⟨y²⟩ = 4 Σ_{n≥1} (−1)^{n+1}/n² = 4(π²/12) = π²/3.

Consequently,

⟨T_meta⟩ ≈ Γ_LΓ_R π²(k_BT)²/(48β⁴).

With k_BT = 0.02585 eV this is 4.00 × 10⁻⁴ × 3.290 × 6.683 × 10⁻⁴ = 8.79 × 10⁻⁷. Numerical integration of the full T(E) gives 8.83 × 10⁻⁷, larger by 0.4% of the estimate. The excess comes mainly from the next term in 1/Q², since (4/Q)² ≈ 1 + 5x²/2 raises T away from midgap. The same expansion, with ∫₀^∞ y⁴e^{−ny} dy = 24/n⁵, gives ⟨y⁴⟩ = 48 Σ_{n≥1} (−1)^{n+1}/n⁴ = 7π⁴/15, so ⟨y⁴⟩/⟨y²⟩ = 7π²/5 = 13.8. The relative correction is (5/2)(k_BT/β)² × 13.8 = 2.5 × (6.683 × 10⁻⁴/6.25) × 13.8 = 0.0037, which accounts for the excess.

Multiplication by 2e²/h = 77 481 nS gives 0.068 nS for meta and 772 nS for para, a ratio of about 1.1 × 10⁴. Thermal smearing makes the meta conductance finite although T(0) = 0. As the temperature tends to zero it vanishes quadratically in the temperature within this model, while the para conductance tends to its nonzero midgap value.

**(h) Shift the site energy of one uncontacted carbon by δ = 0.5 eV. Compare carbon 5 with carbon 2 in the meta junction at E = 0. What does this say about the limits of the result?**

*Answer.* Carbon 5 is on A, with the contacts. Its shift replaces the last diagonal element of D by δ. The proof in part (c) is unchanged, and T(0) remains zero.

Carbon 2 is on B, and its shift makes the B block nonzero. Let g′ be the Green function of the shifted isolated ring. Its Dyson equation is

g′_ij = g_ij + g_i2 δ g′_2j, with g′_2j = g_2j/(1 − δg₂₂).

At midgap g₂₂ = 0, g₁₁ = g₃₃ = g₁₃ = 0 and g₁₂ = g₂₃ = −1/(2β). Therefore

g′₁₁ = g′₃₃ = g′₁₃ = δ/(4β²) ≡ y.

From here y denotes this quantity, not the thermal variable of part (g). Part (b) applies to the shifted ring because its derivation did not use equal site energies. With Σ = −iΓ/2 on both contacts,

Δ = (1 − Σy)² − Σ²y² = 1 − 2Σy = 1 + iΓy,

T(0) = Γ²y²/(1 + Γ²y²).

Here y = 0.5/(4 × 6.25) = 0.020 eV⁻¹ and Γy = 0.010, so T(0) = 1.00 × 10⁻⁴. This is about one hundredth of the para value. Equal shifts on two uncontacted carbons have different effects because they lie on different sublattices.

For small δ the zero has moved, not disappeared. To first order in E and δ,

g′₁₃ ≈ (E + δ)/(4β²).

This real function changes sign near E = −δ. Inserting the elements of part (f), with g₂₂ = g₁₁, into the Dyson equation, the numerator of g′₁₃ is (x² − 4)[βx(x² − 1) − δ], so the zero obeys E(E² − β²) = β²δ. For δ = 0.5 eV it lies at −0.523 eV. For δ > 2|β|/(3√3) = 0.96 eV it has merged with a second root and disappeared. The low-temperature conductance at a fixed Fermi energy E_F = 0 is then nonzero, even though a nearby energy still has zero transmission.

The result therefore concerns one energy of a particular π model. A Fermi energy displaced slightly from E = 0 samples the quadratic rise found in part (g). For larger displacements the full T(E) is needed: at 1.0 eV it is already about 1.5 times the quadratic estimate. Site-energy differences or hopping within B can remove the protection at E = 0. Real benzene has such second-neighbour hopping. In orthogonalised minimal-basis LDA and Hartree–Fock π Hamiltonians it is about 0.2 to 0.3 eV. There the meta zero lies a few tenths of an eV below midgap, and the zero-temperature midgap ratio of para to meta is finite, of order 10³. The ratio 1.1 × 10⁴ of part (g) belongs to the nearest-neighbour model. Conduction through σ orbitals or directly between the leads adds amplitudes that the model omits, and electron interactions lie outside the proof given here. The computed 0.068 nS is accordingly the thermal π contribution for the chosen parameters, not a prediction of the total conductance of a real junction.

Table of computed values

```
hopping beta = -2.50 eV
Gamma_L = Gamma_R = 0.50 eV
temperature = 300 K; kT = 0.025852 eV
conductance quantum 2e^2/h = 77480.92 nS
ring levels (eV): -5.00 -2.50 -2.50 2.50 2.50 5.00
midgap g_ab (1/eV), then terms from levels -5.0 -2.5 2.5 5.0 eV:
  ortho: +0.200000; +0.033333 +0.066667 +0.066667 +0.033333
  meta: +0.000000; +0.033333 -0.066667 +0.066667 -0.033333
  para: -0.200000; +0.033333 -0.133333 -0.133333 +0.033333
coupling parameter u = 0.002500 (dimensionless)
transmission (dimensionless): E/eV, ortho, meta, para
  0.0000  9.9502e-03  0.0000e+00  9.9502e-03
  0.0500  9.9561e-03  1.0010e-06  9.9600e-03
  0.5000  1.0571e-02  1.1065e-04  1.1005e-02
  1.0000  1.2900e-02  6.1341e-04  1.5223e-02
  2.0000  4.7075e-02  1.6540e-02  9.9106e-02
  3.5355  3.2290e-34  1.9608e-02  3.8834e-02
ortho zeros at E = +/- 3.5355 eV
meta quadratic coefficient = 4.0000e-04 1/eV^2
quadratic estimate at 0.05 eV = 1.0000e-06
thermal mean T (dimensionless), conductance (nS):
  ortho: 9.9554e-03, 771.3521
  meta: 8.8273e-07, 0.0684
  para: 9.9589e-03, 771.6229
meta thermal estimate = 8.7948e-07 (dimensionless)
para/meta thermal ratio = 11282
site-energy shift = 0.50 eV
shift parameter y = 0.020000 1/eV
meta T(0), carbon 2 shifted = 9.9990e-05
meta T(0), carbon 5 shifted = 0.0000e+00
allyl end-to-end T(0) = 1.000000 (dimensionless)
```
